# Why the Bethe Logarithm Converges Slowly: Pseudostates as Gaussian Quadrature Nodes

**Question.** A finite basis replaces the spectrum of hydrogen by a few pseudostates. The same pseudostates give both the static polarizability of the ground state and its Bethe logarithm, and both are sums over oscillator strengths. In what sense are the pseudostates nodes of a Gaussian quadrature, and why does the Bethe logarithm converge so much more slowly than the polarizability, given that the moments beyond \(S(2)\) diverge?

**Answer.**

## Two sums with different weights

Take nonrelativistic hydrogen in the 1s state with an infinitely heavy point nucleus, in Hartree atomic units. Let \(\omega_n=E_n-E_0\) and

\[
f_n=2\omega_n|\langle n|z|0\rangle|^2,\qquad S(k)=\sum_n f_n\omega_n^k ,
\]

where the sum includes the continuum. The polarizability is \(\alpha=2\sum_n|\langle n|z|0\rangle|^2/\omega_n=S(-2)\).

The Bethe logarithm is the mean of \(\ln\omega_n\) with weights \(|\langle n|p_z|0\rangle|^2\omega_n\). Since \(|\langle n|p_z|0\rangle|=\omega_n|\langle n|z|0\rangle|\), each weight equals \(f_n\omega_n^2/2\), and

\[
\ln k_0=\frac{L}{S(2)},\qquad L=\sum_n f_n\omega_n^2\ln\omega_n .
\]

The polarizability suppresses high energies by \(\omega^{-2}\); the Bethe logarithm enhances them by \(\omega^2\ln\omega\). What matters is how fast \(f\) falls.

At high energy the outgoing electron is nearly a plane wave. The 1s function has the Fourier transform \(8\sqrt\pi/(1+k^2)^2\to8\sqrt\pi/k^4\). With \(k_z^2\) averaged over directions to \(k^2/3\),

\[
\sum|\langle \mathbf k|p_z|0\rangle|^2\to\int\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{k^2}{3}\,\frac{64\pi}{k^8}
=\int\frac{32}{3\pi}\frac{dk}{k^4}.
\]

Because \(f=2|\langle \mathbf k|p_z|0\rangle|^2/\omega\), with \(\omega\simeq k^2/2\) and \(dk=d\omega/k\),

\[
\frac{df}{d\omega}\to\frac{128}{3\pi}k^{-7}=\frac{8\sqrt2}{3\pi}\,\omega^{-7/2}.
\]

The coefficient, 1.2004, was tested against the Coulomb continuum. Hence \(S(k)\) is finite only for \(k<5/2\): \(S(2)\) exists and \(S(3)\) does not. Energies above 100 hartree supply a fraction \(4.9\times10^{-11}\) of \(\alpha\), but 16% of \(S(2)\) and 47% of \(L\).

## When pseudostates are Gauss nodes

The dipole operator leads to p states. In terms of \(r\) times the radial function, the excitation operator and the dipole state are

\[
\Omega=H-E_0=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12,\qquad
v=z|0\rangle=\frac{2}{\sqrt3}\,r^2e^{-r},
\]

with \(\langle v|v\rangle=1\). Consequently \(S(k)=2\langle v|\Omega^{k+1}|v\rangle\) whenever this is finite. Differentiation gives

\[
\Omega\,r^{k+2}e^{-r}=\Big[-\frac{k(k+3)}2r^k+(k+1)r^{k+1}\Big]e^{-r}.
\]

For \(k=0\) this reads \(\Omega r^2e^{-r}=re^{-r}\). Setting \(k=m+1\) and applying \(\Omega^{-1}\),

\[
\Omega^{-1}r^{m+2}e^{-r}=\frac{1}{m+2}\Big[r^{m+3}e^{-r}+\frac{(m+1)(m+4)}2\,\Omega^{-1}r^{m+1}e^{-r}\Big].
\]

Starting from \(\Omega^{-1}re^{-r}=r^2e^{-r}\), each application of \(\Omega^{-1}\) raises the polynomial degree by one. The space \(V_N\) of functions \(r^2e^{-r}\) times polynomials of degree below \(N\) is therefore spanned by \(v,\Omega^{-1}v,\ldots,\Omega^{-(N-1)}v\).

Put \(t=1/\omega\), and let \(df\) denote the oscillator-strength measure. In this spanning set the energy and overlap matrices are

\[
\langle\Omega^{-i}v|\Omega|\Omega^{-j}v\rangle=\frac12\int t^{i+j}df,\qquad
\langle\Omega^{-i}v|\Omega^{-j}v\rangle=\frac12\int t^{i+j+1}df .
\]

A Ritz state with coefficients \(c_j\) defines the polynomial \(q(t)=\sum_jc_jt^j\). After multiplication by \(t_\nu=1/\omega_\nu\), the Ritz equation becomes

\[
\int t^i(t-t_\nu)q(t)\,df=0,\qquad i=0,\ldots,N-1 .
\]

So \((t-t_\nu)q\), of degree \(N\), is orthogonal to all lower powers. It is the \(N\)th orthogonal polynomial of \(df\), and \(t_\nu\) is one of its zeros, that is, a Gauss node.

The polynomial \(q\) vanishes at the other nodes. Applying the Gauss rule to \(q\) and \(q^2\) gives the weight \(W_\nu=(\int q\,df)^2/\int q^2df\). For a normalized Ritz state \(\psi_\nu\), \(\int q^2df=2\omega_\nu\). Since \(v\) lies in \(V_N\), \(\int q\,df=2\langle v|\Omega|\psi_\nu\rangle=2\omega_\nu\langle v|\psi_\nu\rangle\). Thus \(W_\nu=2\omega_\nu\langle v|\psi_\nu\rangle^2=f_\nu\): the weight is the pseudostate's oscillator strength.

An \(N\)-point Gauss rule integrates \(1,t,\ldots,t^{2N-1}\) exactly, so \(S(0),S(-1),\ldots,S(1-2N)\) are exact, including \(\alpha=S(-2)\) from \(N=2\) on. Its value follows from \(\Omega^{-1}r^2e^{-r}=\frac12(r^3+2r^2)e^{-r}\):

\[
\alpha=2\cdot\frac43\cdot\frac12\int_0^\infty(r^5+2r^4)e^{-2r}dr=\frac43\Big(\frac{120}{64}+\frac{48}{32}\Big)=\frac92 .
\]

This identification belongs to the space \(V_N\); an arbitrary basis does not have it. Nor can one build the rule on rising powers of \(\omega\). The state \(w=\Omega v=(2/\sqrt3)re^{-r}\) is normalizable, but the squared norm of \(\Omega w\) would be \(S(3)/2=\infty\), so that sequence stops after \(v\) and \(w\).

## The singular endpoint

In the variable \(t\), the tail becomes \(df/dt\propto t^{3/2}\) near \(t=0\), and the two integrands are

\[
\alpha:\ t^2,\qquad\qquad L:\ -t^{-2}\ln t .
\]

The first is a polynomial. The second is singular at an endpoint of the support, where polynomials approximate it poorly.

The exactness of \(\alpha\) is special, but fast convergence is not confined to the static case. At imaginary frequency \(iu\) the integrand is \(t^2/(1+u^2t^2)\), analytic on the support \(0\le t\le8/3\). The Gauss weights are positive and sum to \(S(0)=1\), so the error is at most twice that of the best polynomial approximation of degree \(2N-1\), which falls geometrically. At \(u=1\) hartree the errors for \(N=2,4,8\) are \(1.1\times10^{-3}\), \(4.1\times10^{-5}\) and \(4.2\times10^{-8}\) a.u.

For positive moments, a scaling picture is useful. The highest pseudostate energy is 2570 hartree at \(N=160\) and 40,710 hartree at \(N=640\), a factor of 15.8 for a fourfold \(N\), close to \(N^2\) growth. If strength beyond \(\omega\sim N^2\) is unresolved, the error of a finite moment \(S(k)\), with \(k<5/2\), should scale as

\[
\int_{N^2}^\infty\omega^{k-7/2}d\omega\propto N^{2k-5}.
\]

This suggests \(N^{-3}\) for \(S(1)\) and \(N^{-1}\) for \(S(2)\). For the divergent \(S(3)\) only the part below \(\omega\sim N^2\) is resolved. Its tail contributes \(\int^{N^2}\omega^{-1/2}d\omega\propto N\), which suggests linear growth. All three laws can be derived.

## The moments at finite N

Let \(x=2r\) and use the functions \(r^2e^{-r}L_n(x)\), where \(L_n\) means the Laguerre polynomial \(L_n^{(4)}\). Up to a common factor their inner product has weight \(x^4e^{-x}\), and their squared norms are \(h_n=(n+1)(n+2)(n+3)(n+4)\). The action of \(\Omega\) on \(r^2e^{-r}p(x)\) multiplies \(r^2e^{-r}\) by

\[
-\frac2x\big[xp''+(4-x)p'-p\big].
\]

For \(p=L_n\), the equation \(xL_n''+(5-x)L_n'+nL_n=0\) turns this into \((2/x)[L_n'+(n+1)L_n]\).

For \(n\le m\), write the bracket as its value at \(x=0\) plus \(x\) times a polynomial of degree below \(m\). The second part is orthogonal to \(L_m\). Since \(L_m^{(4)}=\sum_{k\le m}L_k^{(3)}\), we have \(\int x^3e^{-x}L_m\,dx=6\). With \(L_n(0)=h_n/24\) and \(L_n'(0)=-(n/5)L_n(0)\), the unnormalized matrix element is

\[
M_{mn}=12\,\frac{h_n}{24}\Big(n+1-\frac n5\Big)=\frac{h_n(4n+5)}{10},\qquad n\le m .
\]

In these units \(v\) is the polynomial 1, with squared norm 24, and \(w\) is \(2/x\). The projection of \(1/x\) on \(V_N\) has coefficients \(a_n=6/h_n\). The factor \(2\cdot2^2/24=1/3\) multiplies all three moments below. With \(D=(N+1)(N+2)(N+3)\), the first is a telescoping sum:

\[
S_N(1)=\frac13\sum_{n<N}\frac{36}{h_n}=\frac23-\frac4D .
\]

For the second, \(a_ma_nM_{mn}=\frac{18}5(4n+5)/h_m\) when \(n\le m\). Counting off-diagonal terms twice gives \(4m+5+2\sum_{n<m}(4n+5)=4m^2+10m+5\), hence

\[
S_N(2)=\frac65\sum_{m<N}\frac{4m^2+10m+5}{h_m}.
\]

Writing the numerator as \(4(m+3)(m+4)-18(m+4)+29\) and summing each telescoping tail from \(m=N\) to infinity, one finds

\[
\delta_2\equiv S(2)-S_N(2)=\frac{2(12N^2+33N+20)}{5D}\simeq\frac{24}{5N}.
\]

At \(N=0\) this gives \(4/3\) for the infinite sum. That is the true moment: the differentiation formula with \(k=-1\) gives \(\Omega\,re^{-r}=e^{-r}/r\), so \(S(2)=2\langle w|\Omega|w\rangle=2\cdot\frac43\int_0^\infty e^{-2r}dr=\frac43\).

The third moment needs the components \(C_m=\sum_nM_{mn}a_n\). Terms with \(n\le m\) give \(\frac35(m+1)(2m+5)\); those with \(n>m\) give \(\frac15(4m+5)[m+1-h_m/D]\). Together,

\[
C_m=2(m+1)(m+2)-\frac{h_m(4m+5)}{5D},\qquad S_N(3)=\frac13\sum_{m<N}\frac{C_m^2}{h_m}.
\]

For \(m=uN\) with large \(N\), the summand tends to \((2-\frac45u^3)^2\), so

\[
\frac{S_N(3)}N\to\frac13\int_0^1\Big(2-\frac45u^3\Big)^2du=\frac{192}{175}.
\]

A finite basis thus assigns a finite value to the divergent moment, but that value grows linearly. The squared first term of \(C_m\) also contributes \(-\frac{16}3\ln N\), because \((m+1)(m+2)/[(m+3)(m+4)]=1+2/(m+3)-6/(m+4)\). This makes the limit slow: the ratio is 1.074 at \(N=1280\), against 1.097 in the limit.

## The logarithm

The logarithm can be reduced to resolvents:

\[
\ln\omega=\int_0^\infty\Big[\frac1{1+q}-\frac1{\omega+q}\Big]dq,\qquad J(q)=\sum_nf_n\frac{\omega_n^2}{\omega_n+q}.
\]

Let \(\delta\) mean the exact value minus the \(N\)-state value. Then

\[
\delta L=\int_0^\infty\Big[\frac{\delta_2}{1+q}-\delta J(q)\Big]dq .
\]

The integrand of \(J\) is \(1/[t(1+qt)]=1/t-q/(1+qt)\). Its even derivatives are positive for \(t>0\), as are those of \(1/t\) and \(q/(1+qt)\). For such a function \(g\), the polynomial matching \(g\) and \(g'\) at the nodes differs from \(g\) by \(g^{(2N)}(\xi)\prod_\nu(t-t_\nu)^2/(2N)!\ge0\), and the Gauss rule integrates that polynomial exactly. The rule therefore underestimates all three integrals, so

\[
0\le\delta J(q)\le\delta S(1)=\frac4D .
\]

Split the \(q\) integral at \(Q=N^2\). Below \(Q\), the first term gives \(\delta_2\ln(1+N^2)\), and the second contributes less than \(4N^2/D<4/N\).

Above \(Q\), treat the exact and pseudostate sums separately. The integrand for one energy is

\[
\frac{\omega^2(\omega-1)}{(1+q)(\omega+q)} .
\]

Energies below 1 contribute at most \(S(0)/Q=N^{-2}\) in magnitude to either sum. Energies above 1 contribute at most \(\omega^2\ln(1+\omega/Q)\) each, which the exact tail \(\omega^{-7/2}\) turns into \(O(Q^{-1/2})=O(1/N)\). For pseudostates the bound \(\omega^3/Q\) gives \(S_N(3)/N^2=O(1/N)\). Here the linear growth of the divergent moment enters the proof directly. Altogether,

\[
L-L_N=2\,\delta_2\ln N+O\!\left(\frac1N\right).
\]

Define \(c\) by \(L-L_N=\delta_2(2\ln N+c)\) with the exact \(\delta_2\). The numerical output gives \(c=0.753\), 0.734 and 0.731 at \(N=160\), 640 and 1280. Dividing by \(S(2)=4/3\) and using \(\delta_2\simeq24/(5N)\), the error of \(\ln k_0\) at large \(N\) is about \((3.6/N)(2\ln N+c)\).

Using the pseudostates' own \(S_N(2)\) in the denominator does not change the order, since

\[
\frac L{S(2)}-\frac{L_N}{S_N(2)}=\frac{\delta L-\ln k_0\,\delta_2}{S_N(2)} ,
\]

and the subtracted term lacks the factor \(\ln N\).

## Is the tail really the cause?

The divergence of \(S(3)\) does not by itself enter \(L\), which is finite. It signals the power-law tail, and this can be tested by removing the tail. Multiply each oscillator strength by \(e^{-\omega/10}\), with \(\omega\) in hartree. The spectrum still extends to infinity, but all positive moments become finite. In the table, a 400-state spectrum represents hydrogen before damping; the damped error is relative to that spectrum's own damped \(L\), the undamped error to the exact \(L\).

| Gauss nodes | Undamped error | Damped error |
|---|---|---|
| 20 | 0.467 | \(4.6\times10^{-3}\) |
| 40 | 0.298 | \(2.0\times10^{-5}\) |

If instead the 400-state spectrum is cut off at 10 hartree, the point \(t=0\) leaves the support. The integrand \(-t^{-2}\ln t\) is then analytic on the support, and the polynomial-approximation argument guarantees geometric convergence. The error relative to the truncated spectrum's own \(L\) falls from \(1.75\times10^{-2}\) with 10 nodes to \(7.3\times10^{-6}\) with 20. These digits depend slightly on the 400-state representation: the true spectrum cut at 10 hartree gives \(1.69\times10^{-2}\) and \(6.8\times10^{-6}\).

## Numbers for hydrogen

Three pseudostates show the contrast:

| \(\omega\) (hartree) | \(f\) | \(f/\omega^2\) | \(f\omega^2\) |
|---|---|---|---|
| 0.38109 | 0.50667 | 3.489 | 0.0736 |
| 0.61658 | 0.36801 | 0.968 | 0.1399 |
| 1.70233 | 0.12532 | 0.043 | 0.3632 |

The third column adds to \(\alpha=4.500\). The last adds to 0.577, less than half of \(S(2)=1.333\). Weighting it with \(\ln\omega\) gives

\[
L_3=-0.0710-0.0677+0.1932\simeq0.055,
\]

whereas the exact value is 3.0546. The highest state of the basis lies at 1.70 hartree, while \(k_0\) itself is

\[
k_0=e^{2.29098}=9.885\ \text{hartree}=269.0\ \text{eV}.
\]

Enlarging \(V_N\) helps slowly:

| \(N\) | \(L_N/S(2)\) | \(L_N/S_N(2)\) |
|---|---|---|
| 10 | 0.746 | 1.023 |
| 40 | 1.608 | 1.754 |
| 160 | 2.051 | 2.097 |
| 1280 | 2.249 | 2.255 |

At \(N=1280\) the first ratio is still 0.0422 below \(\ln k_0\). The law gives \((3.6/1280)(14.31+0.73)=0.0423\). Extrapolated, an error of 0.001 would require about 84,000 states.

## What another basis can do

The tail is a property of hydrogen, but the rate \(\ln N/N\) belongs to \(V_N\). Adding the single function \(re^{-r}\), with the same exponent, makes \(S(2)\) exact and removes the logarithm: numerically, the error of \(L\) is then about \(3.7/N\) for \(N\) functions in all. For faster convergence, consider functions \(r^2e^{-\lambda r}\) with \(\lambda\) in geometric progression, including \(\lambda=1\), and add \(re^{-r}\). The basis then contains both \(v\) and \(w=\Omega v\), so \(S(1)=2\langle w|w\rangle\) and \(S(2)=2\langle w|\Omega|w\rangle\) are exact. Since \(f_n\omega_n=2|\langle n|w\rangle|^2\),

\[
J(q)=S(1)-2qG(q),\qquad G(q)=\langle w|(\Omega+q)^{-1}|w\rangle,\qquad \delta L=2\int_0^\infty q\,\delta G(q)\,dq .
\]

\(G\) is the maximum of \(2\langle\chi|w\rangle-\langle\chi|\Omega+q|\chi\rangle\) over real trial functions \(\chi\). A finite basis restricts the search, so \(\delta G\ge0\): \(L\) is approached from below and cannot worsen when functions are added.

With exponents from \(1/4\) to \(2^{15}\) in steps of 2, the 19 functions give \(\ln k_0=2.29045\), low by \(5.4\times10^{-4}\). Steps of \(\sqrt2\), with 36 functions, reduce the error to \(2.3\times10^{-4}\). The largest exponent matters more than the step here: keeping steps of 2 but extending the exponents to \(2^{21}\), 25 functions in all, brings the error down to \(3\times10^{-5}\). In the 19-function basis \(\alpha=4.4973\), a relative error of \(6\times10^{-4}\), larger than the relative error \(5.4\times10^{-4}/2.291=2.3\times10^{-4}\) of \(\ln k_0\). This reversal belongs to the coarse basis only: with 36 functions \(\alpha=4.499998\), a relative error below \(10^{-6}\), while that of \(\ln k_0\) is still \(1.0\times10^{-4}\).

In the 19-function basis, \(re^{-r}\) is essential. Without it, the 18 remaining functions give \(S(2)=1.496\) instead of 1.333, and \(L/S(2)=4.548\) with the exact denominator. The basis then represents \(w\) only by its projection, and the lower bound no longer applies. With steps of \(\sqrt2\) the projection is much better, and the 35 functions without \(re^{-r}\) give \(L/S(2)=2.290\). High exponents alone, on a coarse grid, are therefore no guarantee of a good Bethe logarithm.

All these values refer to the nonrelativistic dipole definition, which includes arbitrarily high excitation energies. Relativity, retardation, nuclear recoil and nuclear size are left out.

## Values computed for the example and the checks

```
Hydrogen 1s, Hartree atomic units
L from true spectrum = 3.0546418 a.u.
ln k0 (k0 in hartree) = 2.2909814
ln k0 (k0 in rydberg) = 2.9841286
k0 = 9.8846 hartree = 268.97 eV
tail coefficient of df/domega = 1.20042 a.u.
share above 100 hartree: alpha 4.89e-11
share above 100 hartree: S(2) 0.1619, L 0.4745
N=3 node: omega = 0.381091 hartree, f = 0.506672
N=3 node: omega = 0.616576 hartree, f = 0.368005
N=3 node: omega = 1.702333 hartree, f = 0.125323
N=3: alpha = 4.500000 a.u.
N=3: relative miss of S(-6) = 4.537e-04
alpha(i*1 hartree) = 0.7424408 a.u.
N=2: error of alpha(i*1 hartree) = 1.06e-03 a.u.
N=4: error of alpha(i*1 hartree) = 4.09e-05 a.u.
N=8: error of alpha(i*1 hartree) = 4.20e-08 a.u.
N, S_N(2), S_N(3), L_N/S(2), L_N/S_N(2), top omega (hartree)
    2 0.440000 0.3760 -0.07330 -0.22213 1
   10 0.972028 4.9220 0.74589 1.02315 12.19
   18 1.107669 11.3508 1.15341 1.38840 36.08
   40 1.222375 31.8406 1.60827 1.75426 167.2
  160 1.303931 156.5143 2.05055 2.09679 2570
  640 1.325871 675.8565 2.21455 2.22701 4.071e+04
 1280 1.329593 1374.3493 2.24879 2.25512 1.626e+05
S_N(3)/N: 1.07371 at N=1280, 1.09708 at N=1000000, limit 1.09714
N=640: S_N(3) - (192/175)N + (16/3)ln N = 8.1463
N=1280: S_N(3) - (192/175)N + (16/3)ln N = 8.1643
N=160: (L-L_N)/(S(2)-S_N(2)) - 2 ln N = 0.7526
N=640: (L-L_N)/(S(2)-S_N(2)) - 2 ln N = 0.7338
N=1280: (L-L_N)/(S(2)-S_N(2)) - 2 ln N = 0.7307
extrapolated N for error 0.001 in L_N/S(2) = 8.43e+04
n=20: relative error of L, full spectrum 0.4668, damped 4.59e-03
n=40: relative error of L, full spectrum 0.2980, damped 2.01e-05
n=10: relative error of L, cut at 10 hartree 1.75e-02
n=20: relative error of L, cut at 10 hartree 7.27e-06
geometric bases, exponents 1/4 to 2^15 per bohr:
ratio 2, without r exp(-r): 18 functions, alpha = 4.480729 a.u.
   S(2) = 1.496275 a.u., L/S(2) exact = 4.548400, error -2.26e+00
ratio 2, with r exp(-r): 19 functions, alpha = 4.497280 a.u.
   S(2) = 1.333333 a.u., L/S(2) exact = 2.290446, error 5.36e-04
ratio sqrt(2), with r exp(-r): 36 functions, alpha = 4.499998 a.u.
   S(2) = 1.333333 a.u., L/S(2) exact = 2.290748, error 2.33e-04
```
